# Substrate current from impact ionisation in an exponentially rising drain field

When the drain voltage is high enough, electrons flowing along the channel of an n-channel transistor meet a strong field near the drain. Some gain enough energy to create an electron–hole pair by impact ionisation. The new electron leaves through the drain and the hole through the substrate, so the ratio $I_{\rm sub}/I_d$ measures how much ionisation takes place.

Take $x$ along the electron flow, from the entrance of the high-field region at $x=0$ to the field peak at $x=L$. The field magnitude and the number of pairs created by one electron per unit length are

$$F(x)=F_0e^{x/l},\qquad F(L)=F_m,\qquad \alpha(F)=A\,e^{-B/F},$$

with positive constants $A$, $B$, $l$ and $F_0<F_m$. The coefficient depends on the field at the same point; part (f) examines this local assumption. The algebra uses atomic units, in which the electron charge has magnitude one and $F$ is also the force on an electron. Since $B/F$ and $Al$ have no dimension, the results of parts (a) to (d) hold in any consistent units. Define

$$S=\int_0^L\alpha\,dx,\qquad z=\frac{B}{F_m},\qquad z_0=\frac{B}{F_0}.$$

## (a) From pairs to currents

*Every hole leaves for the substrate where it is created. Express $I_{\rm sub}/I_d$ through $S$. How does the answer change if the holes instead travel back through the region and ionise with coefficient $k\alpha$, where $k$ is a constant between 0 and 1?*

**Solution.** Let $I_n(x)$ be the magnitude of the electron current. In a length $dx$ it creates $\alpha\,dx$ pairs per electron, so

$$\frac{dI_n}{dx}=\alpha I_n\quad\Rightarrow\quad I_n(L)=I_n(0)e^{S}.$$

The drain current $I_d=I_n(L)$ includes the generated electrons. Each of these has a partner hole, so $I_{\rm sub}=I_n(L)-I_n(0)$ and

$$\frac{I_{\rm sub}}{I_d}=1-e^{-S}=S-\frac{S^2}{2}+\dots$$

For $S\ll1$ the ratio is $S$, with a relative correction of about $S/2$.

If the holes travel back, the total current $I_d=I_n+I_p$ is the same at every $x$, and $I_p(L)=0$ because no holes enter from the drain. Put $p=I_p/I_d$ and $t=\int_x^L\alpha\,dx'$, so that $dt=-\alpha\,dx$. Electrons contribute $1-p$ and holes $kp$ to the generation, which gives

$$\frac{dp}{dt}=(1-p)+kp=1-(1-k)p,\qquad p(t=0)=0.$$

The solution at the entrance, where $t=S$, is

$$\frac{I_{\rm sub}}{I_d}=\frac{1-e^{-(1-k)S}}{1-k}=\int_0^S e^{-(1-k)t}\,dt .$$

The integral grows with $k$, from $1-e^{-S}$ at $k=0$ to $S$ at $k=1$. To first order in $S$ the path of the holes does not matter. For $k=1$ the ratio reaches one at $S=1$: the drain current is then unlimited for a finite entering current, which is avalanche breakdown. The same happens for every $k>0$, at the larger value $S=\ln(1/k)/(1-k)$, and the formula holds only below that value; only for $k=0$ does the ratio stay below one for all $S$.

## (b) The integral

*Evaluate $S$ in closed form, using the exponential integral $E_1(z)=\int_z^\infty u^{-1}e^{-u}\,du$.*

**Solution.** Use the exponent as the variable:

$$u=\frac{B}{F(x)}=z_0e^{-x/l},\qquad du=-\frac{u}{l}\,dx,\qquad dx=-l\,\frac{du}{u}.$$

As $x$ goes from $0$ to $L$, $u$ falls from $z_0$ to $z$. The minus sign reverses the limits:

$$S=-Al\int_{z_0}^{z}\frac{e^{-u}}{u}\,du=Al\int_z^{z_0}\frac{e^{-u}}{u}\,du=Al\,[E_1(z)-E_1(z_0)].$$

No approximation has been made for the stated field and coefficient.

## (c) A peak field far below $B$

*Find the leading form of $S$ for $B\gg F_m$, and bound its error. Is $B\gg F_m$ a sufficient condition?*

**Solution.** Integrate by parts, differentiating $1/u$:

$$E_1(z)=\frac{e^{-z}}{z}-\int_z^\infty\frac{e^{-u}}{u^2}\,du .$$

The remaining integral is positive. Since $1/u\le1/z$ in its range, it is also smaller than $E_1(z)/z$. The first fact gives an upper bound on $E_1$. The second gives $E_1(1+1/z)>e^{-z}/z$. Together,

$$\frac{e^{-z}}{z+1}<E_1(z)<\frac{e^{-z}}{z}.$$

If the term $E_1(z_0)$ can be dropped, then for $z\gg1$ and $S\ll1$

$$\boxed{\frac{I_{\rm sub}}{I_d}\approx S\approx\frac{AlF_m}{B}\,e^{-B/F_m}}$$

The last expression exceeds $AlE_1(z)$ by a fraction smaller than $1/z$. A second integration by parts shows how the error starts:

$$E_1(z)=\frac{e^{-z}}{z}\left(1-\frac1z\right)+2\int_z^\infty\frac{e^{-u}}{u^3}\,du,$$

where the last term is positive and less than $2e^{-z}/z^3$. The error therefore falls only as $1/z$. Relative to the exact integral, the simple formula is too large by 27% at $z=3$, 7.8% at $z=12$ and 2.0% at $z=48$.

Dropping $E_1(z_0)$ needs a condition of its own. From the two bounds,

$$\frac{E_1(z_0)}{E_1(z)}<\frac{z+1}{z_0}\,e^{-(z_0-z)} .$$

This is small when $z_0-z\gg1$, that is, when $B/F_0-B/F_m\gg1$. The condition $B\gg F_m$ does not ensure it. With $z=20$ and $F_0=0.95F_m$, the dropped term is 33.2% of $E_1(z)$, and the simple formula is then at least $1/(1-0.332)\approx1.5$ times the true $S$.

## (d) Where the pairs are created

*Explain the factor $lF_m/B$, and find what replaces it when the field hardly rises.*

**Solution.** Let $s=L-x$ be the distance before the peak. Then

$$\frac{B}{F}=z\,e^{s/l}\approx z+\frac{zs}{l}\qquad(s\ll l),$$

and hence $\alpha\approx Ae^{-z}e^{-s/w}$ with

$$w=\frac{l}{z}=\frac{lF_m}{B}.$$

Ionisation falls off over the length $w$, which is much shorter than $l$ when $z\gg1$. Integrating this approximate coefficient over the whole region gives

$$S\approx Ae^{-z}\int_0^L e^{-s/w}\,ds=Ae^{-z}\,w\left(1-e^{-L/w}\right).$$

For $L\gg w$ the bracket is one, and the simple formula is the peak coefficient times the width $w$. For $L\ll w$ the bracket is $L/w$, and

$$S\approx A\,L\,e^{-B/F_m},\qquad L=l\ln\frac{F_m}{F_0}.$$

In this second limit the coefficient is nearly uniform, so the whole length counts and $w$ drops out.

## (e) A silicon transistor

*Take $A=0.07\ \mathrm{nm^{-1}}$, $B=1.2$ MV/cm, $l=200$ nm, $F_0=0.03$ MV/cm and $F_m=0.2$ MV/cm. Find the current ratio and the width of the ionising region. How strongly does $S$ respond to the peak field when $F_0$, $l$, $A$ and $B$ are fixed?*

**Solution.** These are rough values for a long, thick-oxide silicon n-channel transistor at 300 K. Constants of this kind are fitted mostly at higher fields, so their use at and below 0.2 MV/cm is partly an extrapolation; part (g) shows how much this can matter. The values give

$$Al=14,\qquad z=\frac{1.2}{0.2}=6,\qquad z_0=\frac{1.2}{0.03}=40.$$

The foot term is about $3\times10^{-16}$ of $E_1(z)$ and can be dropped. With $E_1(6)=3.601\times10^{-4}$ and $e^{-6}=2.479\times10^{-3}$,

$$S=14\times3.601\times10^{-4}=5.04\times10^{-3},$$

$$\frac{AlF_m}{B}e^{-B/F_m}=\frac{14}{6}\times2.479\times10^{-3}=5.78\times10^{-3}.$$

The simple formula is 14.7% above the integral, within the bound $1/z=16.7\%$. The current balance of part (a) with $k=0$ gives $I_{\rm sub}/I_d=5.03\times10^{-3}$. This is about a quarter of one per cent below $S$, in line with the relative correction $S/2$ found there. Since $S\ll1$, the example is far from the avalanche condition of part (a); other forms of transistor breakdown are outside the model.

The width is $w=200/6=33.3$ nm, or 333 Å. This last stretch before the peak supplies 71% of $S$. A pure exponential decay would supply $1-e^{-1}=63\%$. The true share is larger because $e^{s/l}$ lies above its tangent, so $\alpha$ falls faster than the approximation in part (d).

For the response to the peak field, use $dE_1/dz=-e^{-z}/z$ and $dz/d\ln F_m=-z$:

$$\frac{dS}{d\ln F_m}=Al\,e^{-z},\qquad \frac{d\ln S}{d\ln F_m}=\frac{e^{-z}}{E_1(z)},$$

where the foot term is neglected in the second relation. By the bounds of part (c) this lies between $z$ and $z+1$. Here it is 6.88, so a 1% error in the peak field produces an error of about 7% in $S$.

## (f) Electrons that heat up with a delay

*An electron needs distance to gain and lose energy. Let its mean excess energy $W$ obey $dW/dx=F-W/\lambda$, and let ionisation depend on $W$. Find the new $S$ for a long region. Evaluate it for $\lambda=50$ nm, and examine what happens beyond the peak.*

**Solution.** In a uniform field the energy settles at $W=\lambda F$. A coefficient determined in uniform fields is therefore to be evaluated at the effective field $F_e=W/\lambda$, which obeys

$$\lambda\frac{dF_e}{dx}=F-F_e .$$

Try $F_e=cF$ in the exponential field. Since $dF/dx=F/l$, this requires $c\lambda/l=1-c$, so $c=1/f$ with $f=1+\lambda/l$. Adding the decaying solution $e^{-x/\lambda}$ and setting $F_e(0)=F_0$ gives

$$F_e(x)=\frac{F(x)}{f}+F_0\left(1-\frac1f\right)e^{-x/\lambda}.$$

In a region much longer than $\lambda$, the second term is negligible near the peak. Then $B/F_e=Bf/F$, and the integral of part (b) applies with $B$ replaced by $Bf$. With the foot term dropped as in part (c), and $zf\gg1$ for the last form,

$$S_{\rm delayed}\approx Al\,E_1(zf)\approx\frac{AlF_m}{B(1+\lambda/l)}\exp\left[-\frac{B(1+\lambda/l)}{F_m}\right].$$

The form of the law survives, with a larger effective $B$. If only the pairs created before the peak are counted, a plot of $\ln(S_{\rm delayed}/F_m)$ against $1/F_m$ at fixed $l$ has slope $-B(1+\lambda/l)$ to leading order, not $-B$. A measured current also contains the pairs created beyond the peak, treated below; for the example they change the slope near $F_m=0.2$ MV/cm from about $-1.48$ to $-1.39$ MV/cm.

For the example $f=1.25$, and the effective field at the peak is $0.2/1.25=0.16$ MV/cm. Solving the heating equation numerically gives $S_{\rm delayed}=9.2\times10^{-4}$, smaller than the local result by a factor of 5.5. A modest lag has a large effect because it enters the exponent: the simple formulas differ by the factor $f\,e^{z\lambda/l}=1.25\,e^{1.5}\approx5.6$.

Beyond the peak, let the field fall as $F_me^{-y/d}$, with $y$ the distance into the drain and $d=50$ nm, a rough value. In the local model this side contributes $AdE_1(z)$, by the same change of variable, which adds $d/l=25\%$ to $S$. The local total is $6.3\times10^{-3}$.

With delayed heating, and $d=\lambda$ as chosen here, the equation has the solution

$$F_e(y)=e^{-y/\lambda}\left(F_p+F_m\frac{y}{\lambda}\right),\qquad F_p=0.16\ \text{MV/cm}.$$

Its derivative vanishes at $y/\lambda=1-F_p/F_m=0.2$. The electrons are thus hottest 10 nm beyond the field peak, where $F_e=F_me^{-0.2}\approx0.164$ MV/cm. The total over both sides is $2.6\times10^{-3}$, of which about 64% comes from beyond the peak. Compared over both sides, the local model is too large by a factor of about 2.5.

## (g) Other neglected effects and the real device

*Estimate the other main corrections to the local result of part (e), and compare the example with real transistors.*

**Solution.** *Shape of the foot.* A field that joins a flat channel smoothly may be modelled by $F_0\cosh(x/l)$. Then $dx=l\,dF/\sqrt{F^2-F_0^2}\approx(l\,dF/F)(1+F_0^2/2F^2)$. With $F_0$, $l$ and $F_m$ unchanged, $S$ rises by 1.5%.

*Energy threshold.* An electron that loses no energy gains $l(F-F_0)$ by the time it reaches field $F$. Since 1 MV/cm times 1 nm is 0.1 V, the whole region supplies $200\times0.17\times0.1=3.4$ eV. A rough threshold of 1.2 eV is reached at $F=0.09$ MV/cm, and only 0.03% of $S$ comes from lower fields. This is the best case, that of an electron that never scatters. Even without loss, the last 71 nm before the peak, more than twice $w$, are needed to gain 1.2 eV, and with the heating length of part (f) the mean energy $W=\lambda F_e$ reaches only about 0.8 eV. An energy balance that includes the electron pressure has $3F/5$ in place of $F$ as its heating term, which lowers this to about 0.5 eV. Ionisation in the example is therefore due to electrons well above the mean energy. The threshold matters still more when $l(F_m-F_0)$ is close to it.

*Temperature.* Suppose that phonon emission and absorption, with rates proportional to $n+1$ and $n$, limit the mean free path. It then varies as $1/(2n+1)=\tanh(\hbar\omega/2k_BT)$. Suppose also that $A$ and $B$ are inversely proportional to this path. For a rough phonon energy of 0.06 eV, both grow by a factor of 1.17 between 300 K and 400 K. At fixed field, $S$ falls to 0.37 of its value under these assumptions. They do not cover low drain voltages, where the available energy is close to the threshold and the substrate current can instead rise with temperature.

*Tunnelling across the gap.* For a triangular barrier of height $E_g$ and tunnelling mass $m$, the WKB exponent is

$$2\int_0^{E_g/F_m}\sqrt{2m(E_g-F_mx)}\,dx=\frac{4\sqrt{2m}\,E_g^{3/2}}{3F_m}.$$

With rough values of 1.1 eV and 0.2 electron masses it is 176. This one-band barrier overstates the exponent. In a two-band description the barrier energy $E$ under the root is replaced by $E(1-E/E_g)$, which gives 104, or 73 with a mass of 0.1. Tunnelling driven by this field is negligible in each case. The stronger field that can exist where the gate overlaps the drain is outside the model.

*The real device.* The rise length of 200 nm is at the long end for silicon transistors; devices with thin oxides and shallow junctions have much shorter ones, often some tens of nanometres. At 300 K and for the given $A$ and $B$, the largest of the corrections estimated here is that for delayed heating. It moves the example from $6.3\times10^{-3}$ to $2.6\times10^{-3}$ when both sides of the peak are counted, and for the pairs created before the peak alone, the local model is too large by a factor of about $(1+\lambda/l)\,e^{z\lambda/l}$, valid while $L\gg\lambda$. The error grows quickly as $l$ shrinks at fixed $z$ and $\lambda$, but $L=l\ln(F_m/F_0)$ shrinks too and the formula then overstates it: at $l=50$ nm it gives about 800, the heating equation about 540, and with both sides of the peak counted the factor is only about 16. Constants $A$ and $B$ fitted to transistor currents may absorb part of this change, but they then belong to that device geometry. Two further features are not estimated here: the spread of electron energies about the mean, whose energetic tail can ionise even where the mean energy is low, and the spreading of the current away from the surface. For the constants chosen, at 300 K, the example gives a few times $10^{-3}$ for the ratio, not a prediction to three digits. Varying $\lambda$ from 35 to 80 nm and $d$ from 20 to 100 nm moves the delayed total between about $0.8\times10^{-3}$ and $5\times10^{-3}$.

The order of magnitude itself depends on $A$, $B$ and $l$: with $A=0.2\ \mathrm{nm^{-1}}$ and $B=1.7$ MV/cm the delayed total falls to about $3\times10^{-4}$, and with the original constants and $l=50$ nm to about $1.5\times10^{-4}$. It also depends on the form of the coefficient at low field. The law $\alpha=aF e^{-(b/F)^2}$, with $a=0.0426\ \mathrm{nm^{-1}}$ per MV/cm and $b=0.481$ MV/cm, agrees with the one used here within about a third between 0.3 and 0.4 MV/cm, yet it gives a delayed total of only about $4\times10^{-5}$. A reliable ratio therefore needs a coefficient measured at the fields that occur in the device. The numerical output below covers the main example; the slopes quoted in part (f) and the results for changed $\lambda$, $d$, $l$, $A$, $B$ or form of the coefficient come from solving the same equations separately.

## Computed results

```
A (rough) = 0.070 /nm
B (rough) = 1.20 MV/cm
Field rise length l = 200 nm
Entrance field F0 = 0.030 MV/cm
Peak field Fm = 0.200 MV/cm
Region length L = 379.4 nm
Voltage drop over region = 3.40 V
A l = 14.00 (no unit)
z = B/Fm = 6.00; z0 = B/F0 = 40.00 (no unit)
E1(z) = 3.60082e-04 (no unit)
exp(-z) = 2.47875e-03 (no unit)
Integral S, quadrature = 5.04115e-03 (no unit)
Integral S, E1 formula = 5.04115e-03 (no unit)
Simple formula = 5.78376e-03 (no unit)
Lower bound = 4.95750e-03 (no unit)
Simple formula too large by 14.73 %
Foot fraction E1(z0)/E1(z) = 2.88e-16 (no unit)
Isub/Id from current balance = 5.02847e-03 (no unit)
Ionising width l Fm/B = 33.33 nm = 333.3 angstrom
Share of S within that width = 71.0 %
d ln S / d ln Fm = 6.884 (no unit)
Simple formula excess at z=3: 27.19 %
Simple formula excess at z=6: 14.73 %
Simple formula excess at z=12: 7.77 %
Simple formula excess at z=24: 4.01 %
Simple formula excess at z=48: 2.04 %
Weak-rise case: z = 20, F0/Fm = 0.95 (no unit)
Weak-rise case: missing share = 33.2 %
Strong case: Fm = 0.40 MV/cm
Strong case: S = 0.18268 (no unit)
Strong case: Isub/Id at k=0.0: 0.16696 (no unit)
Strong case: Isub/Id at k=0.5: 0.17458 (no unit)
Strong case: Isub/Id at k=1.0: 0.18268 (no unit)
Heating length lambda (rough) = 50 nm
B multiplier 1+lambda/l = 1.250 (no unit)
Effective field at peak = 0.1600 MV/cm
S with delayed heating = 9.2196e-04 (no unit)
Delayed-heating E1 formula = 9.2163e-04 (no unit)
Local S / delayed S = 5.47 (no unit)
Drain field fall length (rough) = 50 nm
Local drain-side addition = 25.0 % of S
Delayed S including drain = 2.5702e-03 (no unit)
Zero-slope start changes S by +1.54 %
Ionisation threshold (rough) = 1.20 eV
Field where threshold is reached = 0.090 MV/cm
Share of S below threshold = 0.0315 %
Phonon energy (rough) = 0.060 eV
Temperatures = 300 K and 400 K
A and B multiplier when hot = 1.1705 (no unit)
S when hot = 1.8435e-03 (no unit)
S hot / S reference = 0.366 (no unit)
Tunnelling gap (rough) = 1.10 eV
Tunnelling mass (rough) = 0.20 electron masses
Tunnelling WKB exponent = 176.2 (no unit)
```
